# Tunnelling resistance left by C18 and C3 thiol inhibitors at metal contacts

## The form of the answer

An alkane chain repeats itself: away from its ends, every carbon has the same surroundings. Suppose that an electron tunnels along the chain, that a single decaying state dominates the tunnelling, that the chain is long enough for its two ends not to influence each other, and that the coupling of each end to its metal does not change with length. Adding one carbon in the middle then changes the resistance by a factor that does not depend on how many carbons are already there. Call this factor $c$. Then $R(n+1)=c\,R(n)$, and repeated use gives $R(n)=R_0c^n$. Writing $c=e^{\beta}$,

$$R(n)=R_0e^{\beta n}.$$

Here $n$ is the number of carbons and $\beta$ is the decay constant per carbon. Since $\beta n$ is dimensionless, the unit of resistance sits entirely in $R_0$. For quantum transport the natural unit is $h/e^2$, multiplied by a number that depends on the ends of the molecule and on the chain itself.

The setting is area-selective deposition. A thiol layer on a metal blocks growth there while a film grows on the neighbouring dielectric. If the layer is not removed before the next metal is deposited, it stays in the current path as a tunnel barrier. Compare an 18-carbon residue with a 3-carbon one, holding fixed the contact area, the packing density, the end groups and both metals. The prefactor cancels:

$$\frac{R(18)}{R(3)}=e^{\beta(18-3)}=e^{15}\approx3.3\times10^6\qquad(\beta=1).$$

Without a calculator, $15/2.303=6.51$, and $10^{6.51}$ is about three million.

Two conventions matter. The exponential is natural, and $\beta$ describes the decay of conductance, which is proportional to the square of the tunnelling amplitude. If one per carbon were the decay of the amplitude, the exponent would be 30. The ratio also compares two contaminated contacts; it does not compare C18 with clean metal.

## A chain model for the exponential

The symmetry argument does not say how long is long enough, or what sets $R_0$. A simple model answers both. At low temperature and small bias, the Landauer conductance of one molecule, including both spins, is

$$G=\frac{2e^2}{h}T,\qquad R=\frac{h}{2e^2T},$$

where $T$ is the transmission probability at the Fermi energy.

Give each carbon one level, at energy $\Delta$ above the Fermi energy, and couple neighbours by $t>0$. The metals broaden the two end levels by $\Gamma$ each, which adds $-i\Gamma/2$ to their energies. Taking $\Gamma$ independent of energy, the standard transmission formula is

$$T=\Gamma^2|\mathcal G_{1n}|^2,$$

where $\mathcal G$ is the inverse of the matrix $E-H-\Sigma$, $H$ is the chain Hamiltonian and $\Sigma$ contains the two end terms.

Set $E=0$ at the Fermi energy. The matrix has $-\Delta$ on its diagonal, $-\Delta+i\Gamma/2$ at its two end positions, and $-t$ beside the diagonal. Take out a factor $-t$ and call the remaining matrix $M$. With

$$x=\frac{\Delta}{t},\qquad g=\frac{\Gamma}{2t},$$

$M$ has diagonal elements $x$, end elements $x-ig$, and ones beside the diagonal.

The corner element of $M^{-1}$ is, up to sign, a minor divided by $\det M$. Deleting the last row and first column of $M$ leaves a triangular matrix with ones on its diagonal, so this minor equals 1. Therefore $|\mathcal G_{1n}|=1/(t|\det M|)$, and since $\Gamma^2/t^2=4g^2$,

$$T=\frac{4g^2}{|\det M|^2}.$$

Let $D_n$ be the determinant of the same matrix without the end terms. Expansion along its last row gives

$$D_n=xD_{n-1}-D_{n-2},\qquad D_0=1,\quad D_1=x.$$

For $x>2$ the Fermi energy lies outside the band of the chain. Define $\kappa>0$ by $2\cosh\kappa=x$. The solution is

$$D_n=\frac{\sinh[(n+1)\kappa]}{\sinh\kappa}.$$

It satisfies the recursion because $\sinh[(n+1)\kappa]+\sinh[(n-1)\kappa]=2\cosh\kappa\,\sinh(n\kappa)$. The starting values also agree: $D_0=1$ and $D_1=\sinh2\kappa/\sinh\kappa=2\cosh\kappa=x$.

Now restore the end terms. A determinant is linear in each diagonal element, so replacing one end element $x$ by $x-ig$ subtracts $ig$ times the determinant of the chain with that site removed. Doing this at both ends gives, for $n\ge2$,

$$\det M=D_n-2igD_{n-1}+(ig)^2D_{n-2}.$$

Since $(ig)^2=-g^2$, separating real and imaginary parts yields

$$T=\frac{4g^2}{(D_n-g^2D_{n-2})^2+4g^2D_{n-1}^2}.$$

This is the full result of the model at the Fermi energy.

## The long chain and its limits

When $e^{-2(n-1)\kappa}\ll1$, the decaying part of each hyperbolic sine can be dropped, so $D_m\approx e^{(m+1)\kappa}/(2\sinh\kappa)$. Then

$$\det M\approx\frac{e^{(n+1)\kappa}}{2\sinh\kappa}\left(1-2ige^{-\kappa}-g^2e^{-2\kappa}\right)
=\frac{e^{(n+1)\kappa}}{2\sinh\kappa}\left(1-ige^{-\kappa}\right)^2.$$

The squared modulus of the last factor is $(1+g^2e^{-2\kappa})^2$. Hence

$$T\approx T_0e^{-2\kappa n},\qquad
T_0=\frac{16g^2\sinh^2\kappa\;e^{-2\kappa}}{(1+g^2e^{-2\kappa})^2}.$$

Comparison with $R=R_0e^{\beta n}$ gives

$$\beta=2\kappa,\qquad R_0=\frac{h}{2e^2T_0}.$$

The ends enter $R_0$, which also depends on $\kappa$, while $\beta$ depends on $\Delta/t$ alone.

Two limits show what $\beta$ means. If the levels are very far away, $\Delta\gg t$, then $2\cosh\kappa\approx e^\kappa$ and $e^{-\beta}\approx(t/\Delta)^2$: each carbon costs one factor $t/\Delta$ in amplitude. If the Fermi energy is just below the band edge at $\Delta-2t$, then $2\cosh\kappa\approx2+\kappa^2$ and

$$\beta\approx2\sqrt{\frac{\Delta-2t}{t}}.$$

This is the square-root dependence on barrier height familiar from a rectangular barrier.

At the band edge itself, $\kappa\to0$ and $D_n\to n+1$. For weakly coupled ends, $g\ll1$, this gives $T\approx4g^2/(n+1)^2$. The resistance then grows as a power, and going from 3 to 18 carbons multiplies it by only $(19/4)^2\approx23$. The exponential law behind the factor of three million therefore needs a Fermi level clearly outside the band.

## Is three carbons long enough?

Take round values $t=4$ eV and $\Gamma=1$ eV. Requiring $\beta=1$ means $\kappa=0.5$ and $\Delta=2t\cosh0.5=9.02$ eV, which places the band edge 1.02 eV above the Fermi energy. These values are fitted to the chosen $\beta$; the model explains the exponential but does not predict its decay constant. The near-edge formula gives $2\sqrt{1.021/4}=1.01$, so this example lies close to the second limit.

Inverting the matrix numerically gives $T(3)=1.276\times10^{-3}$ and $T(18)=3.760\times10^{-10}$. Their quotient is $3.39\times10^6$, which is 3.8 % above $e^{15}$. The difference comes from the short chain. The term dropped from $D_n$ is a fraction $e^{-2(n+1)\kappa}$ of the term kept, and for $n=3$ this is $e^{-4}=0.018$. With weak ends, the true $T(3)$ exceeds the long-chain value by a factor $(1-e^{-4})^{-2}\approx1.04$. With these values, three carbons are long enough for the estimate.

## A contact of 20 nm

Consider a copper via contact of diameter 20 nm, with a rough typical packing of 4.5 molecules per nm². Its area is $\pi(20\ \text{nm})^2/4=314$ nm², so it holds $M_{\rm c}=314.2\times4.5\approx1414$ molecules. If neighbouring chains do not exchange electrons, their conductances add, and the contact resistance is $R(n)/M_{\rm c}$.

With $g=0.125$ the prefactor is $T_0=0.0247$, so $R_0=12.9\ \text{k}\Omega/0.0247\approx523$ kΩ. The exponential law then gives

$$R(3)=523\ \text{k}\Omega\times e^3=1.05\times10^7\ \Omega,$$

$$R(18)=523\ \text{k}\Omega\times e^{18}=3.43\times10^{13}\ \Omega$$

per molecule. Division by 1414 gives contact resistances of $7.4\times10^3$ Ω for C3 and $2.4\times10^{10}$ Ω for C18. Multiplied by the contact area, these are specific contact resistivities of $2.3\times10^{-8}$ and $7.6\times10^{-2}$ Ω cm².

For scale, a copper plug of the same diameter, 40 nm long and with a rough resistivity of 10 µΩ cm, has a resistance of

$$\frac{(10^{-7}\ \Omega\,\text{m})(40\times10^{-9}\ \text{m})}{314\times10^{-18}\ \text{m}^2}\approx13\ \Omega.$$

The C3 layer has nearly 600 times this resistance. In this example the short inhibitor is far less harmful than the long one, but it is not harmless. For weakly coupled ends, the absolute values depend much more strongly on the end coupling than the ratio does: $T_0$ is then nearly proportional to $\Gamma^2$, so halving $\Gamma$ would roughly quadruple both resistances and leave their ratio almost unchanged. Equal broadening at both ends is a simplification: an alkanethiol has one sulfur–metal bond and one methyl–metal contact, usually weaker. For unequal weak ends $T_0$ is nearly proportional to the product of the two broadenings, so a top broadening of 0.1 eV instead of 1 eV would raise both resistances about tenfold, again leaving the ratio almost unchanged.

## What moves the ratio

**The decay constant.** Because $\ln[R(18)/R(3)]=15\beta$, an error $\delta\beta$ multiplies the ratio by $e^{15\,\delta\beta}$. For $\delta\beta=0.1$ this is 4.5. Thus $\beta=0.9$ gives $7\times10^5$, and $\beta=1.1$ gives $1.5\times10^7$. "Three million" is the value for $\beta=1$; an uncertainty of 0.1 in $\beta$ makes it uncertain by a factor of 4.5 either way.

**Temperature and bias.** Under bias, keep the chain levels at $\Delta$ above the midpoint of the two metals' Fermi energies, and measure $E$ from that midpoint. With $f(E)=1/(e^{E/kT_{\rm a}}+1)$ and $T_{\rm a}$ the absolute temperature, the current is

$$I=\frac{2e}{h}\int T(E)\left[f\!\left(E-\tfrac{eV}{2}\right)-f\!\left(E+\tfrac{eV}{2}\right)\right]dE.$$

Near the Fermi energy approximate $T(E)=T(0)e^{\gamma E}$. For $0<\gamma kT_{\rm a}<1$, the standard integral

$$\int_{-\infty}^{\infty}e^{\gamma E}f(E-\mu)\,dE=e^{\gamma\mu}\frac{\pi kT_{\rm a}}{\sin(\pi\gamma kT_{\rm a})}$$

applies to both terms, with $\mu=\pm eV/2$. Their difference contains $2\sinh(\gamma eV/2)$. Dividing $I$ by the cold, low-bias current $(2e^2/h)T(0)V$ gives the factor by which the conductance rises:

$$F=\frac{\pi\gamma kT_{\rm a}}{\sin(\pi\gamma kT_{\rm a})}\;\frac{\sinh(\gamma eV/2)}{\gamma eV/2}.$$

At 300 K and 0.1 V across the layer, C18 has $\gamma=8.07$ per eV. The two fractions are 1.075 and 1.027, so $F=1.10$. Integrating the chain's own $T(E)$, without the exponential approximation, gives 1.11 for C18 and 1.002 for C3. The long chain responds more because $\ln T$ contains $-2\kappa n$, whose slope in energy grows with $n$. The finite-chain ratio falls from $3.39\times10^6$ to $3.05\times10^6$, still about three million.

**Excitation into the band.** Electrons above the band edge could cross without tunnelling. Since $T\le1$, their contribution to the low-bias value of $\int T(-df/dE)\,dE$ is at most $f$ at the edge, about $7\times10^{-18}$. This is negligible beside $T(18)=3.8\times10^{-10}$. The conclusion rests on the distance to the band edge, which $\beta$ alone does not fix. With $t=1$ eV, the same $\beta=1$ would put the edge only 0.26 eV away, where $f$ is about $5\times10^{-5}$, and electrons in the band could then dominate the C18 current. The argument does not cover hopping through defects or traps, which could carry current at lower energies.

**Tilted chains.** Tunnelling along the chain counts carbons, whatever the tilt. Suppose instead that the current crosses the film directly, with the same decay per length and the same packing. For chains tilted by 30° the exponent becomes $15\cos30^\circ=13.0$, and the ratio drops to $4.4\times10^5$. This is an illustrative case, not a bound.

**Thin spots.** Let one molecule in the C18 contact be replaced by a path as conducting as a C3 molecule. The contact conductance is then $(M_{\rm c}-1)/R(18)+1/R(3)$. Dividing its inverse by the C3 contact resistance $R(3)/M_{\rm c}$ gives

$$\frac{R_{\rm film}}{R_{\rm C3}}=\frac{M_{\rm c}}{(M_{\rm c}-1)e^{-15}+1}\approx1413.$$

One bad site in 1414 removes a factor of more than two thousand, because that single path carries nearly all the current. In a very large contact, a fraction $e^{-15}\approx3\times10^{-7}$ of such sites is enough to halve the ratio. If sites at this density were scattered at random, only about one 20 nm contact in 2300 would contain one. Small contacts would then fall into two groups: most near 24 GΩ and a few near 10 MΩ.

## Beside a real contact

Thiol layers are used to block growth on copper, and a decay constant near one per carbon is a rough typical value for alkanethiols. The packing density and plug resistivity above are also rough values. A packing near 4.5 per nm² and a tilt near 30° are typical of gold; on copper the chains are usually reported closer to upright, near 12°, and packed somewhat more densely, which would give $e^{15\cos12^\circ}\approx2.4\times10^6$ in the tilt example. The one-level chain is a cruder matter: its $t$, $\Delta$ and $\Gamma$ are effective parameters, not the electronic structure of an alkane, so the absolute resistances should be read as orders of magnitude at best. A real alkane has filled and empty bands separated by a gap of roughly 9 eV, so the 1.02 eV distance to the band edge and the slope $\gamma$ are likewise properties of the model, not of the molecule.

The assumption most exposed in a device is that of equal, intact films. Short thiols tend to form less ordered layers than long ones, and metal deposited on top can penetrate a layer or damage it. The thin-spot result shows how strongly this matters: one C3-like path brings the ratio in the example down from three million to about 1400, and a direct metallic short would lower it further. Heating may also remove part of the layer or change its bond to the metal. If this affects the two films differently, the prefactors no longer cancel. Even intact films can differ: in a tilted zigzag chain the terminal methyl points differently for odd and even $n$, and 3 and 18 have opposite parity. In the model with weak ends, a factor of two in the top coupling of one film changes the ratio by about a factor of two.

High voltage is another limit. At 0.1 V, dividing by the carbon length alone (0.127 nm per carbon) gives fields of 2.6 MV/cm for C3 and 0.44 MV/cm for C18. Breakdown of such layers is expected at roughly 10 MV/cm, so this bias is moderate. The field scales with voltage, however, and at 1 V the same estimate for C3 is 26 MV/cm, where an intact tunnel layer can no longer be assumed.

For choosing an inhibitor, the estimate supports a conditional rule. If some residue is unavoidable, and if both molecules block growth equally well and leave intact, equally dense films with the same end groups, the shorter one gives the lower contact resistance at low bias, by a factor of about $e^\beta$ for every carbon saved, averaged over odd and even lengths, as long as both chains are long enough for the exponential law. If thin spots in the longer film carry much of its current, the gain can be far smaller. The 7 kΩ found for C3 shows why removal can still be necessary. The numerical output below lists the inputs and the main results.

## Calculated quantities

```
Decay constant (input): 1.00 per carbon
Carbon step along chain (input): 0.127 nm
Decay constant per length: 7.87 per nm
Carbon numbers: 3 and 18
Resistance ratio exp(15): 3.269e+06
Coupling t (input): 4.00 eV
End broadening Gamma (input): 1.00 eV
Level offset Delta: 9.021 eV
Band edge above Fermi level: 1.021 eV
Decay from matrix, C17 to C18: 1.0000000 per carbon
Transmission C3, matrix: 1.2756e-03
Transmission C18, matrix: 3.7601e-10
Ratio from finite chains: 3.392e+06
Finite-chain change of ratio: 3.78 %
Transmission prefactor T0: 0.02469
h/(2e^2): 12.906 kohm
Resistance prefactor R0: 522.8 kohm
Resistance per C3 molecule: 1.050e+07 ohm
Resistance per C18 molecule: 3.432e+13 ohm
Contact diameter (input): 20.0 nm
Contact area: 314.2 nm2
Packing density (input): 4.50 per nm2
Molecules in contact: 1414
Contact resistance C3: 7.427e+03 ohm
Contact resistance C18: 2.428e+10 ohm
Specific resistivity C3: 2.333e-08 ohm cm2
Specific resistivity C18: 7.628e-02 ohm cm2
Plug length (input): 40.0 nm
Plug resistivity (input): 10.0 uohm cm
Copper plug resistance: 12.73 ohm
C3 contact over plug resistance: 583
Temperature (input): 300 K; kT: 0.02585 eV
Bias across layer (input): 0.10 V
Slope of ln T for C18: 8.072 per eV
Warm, biased conductance factor C3: 1.0017
Warm, biased conductance factor C18: 1.1132
Same factor C18, formula: 1.1048
Finite-chain ratio, warm and biased: 3.053e+06
Ratio for beta lower by 0.1: 7.294e+05
Ratio for beta higher by 0.1: 1.465e+07
Factor for 0.1 change in beta: 4.48
Tilt (input): 30 degrees
Ratio if current crosses tilted film: 4.382e+05
Film ratio with one C3-like spot: 1413
Boltzmann factor to band edge: 7.04e-18
Field along C3 chain: 2.62 MV/cm
Field along C18 chain: 0.44 MV/cm
```
